# Diffusivity from the Broadening of a Buried Boron Marker

## Problem

A thin boron-doped layer, called a marker, is buried in silicon. Its depth profile is Gaussian with a standard deviation of 5 nm. An implant nearer the surface then supplies excess silicon interstitials, and the wafer is held at 800 °C for 600 s. Afterwards the standard deviation of the marker is 10 nm.

(a) Derive the relation between the two widths and the boron diffusivity, allowing the diffusivity to change during the anneal.

(b) Find the diffusivity that these data imply.

(c) Compare it with equilibrium diffusion, taking $D_{\rm eq}=D_0\,e^{-E_a/k_BT}$ with $D_0=1$ cm²/s and $E_a=3.5$ eV.

(d) Estimate how far the result is affected by errors in the widths and temperature, by the instrument, by the holes that the boron supplies, and by the surface 100 nm above the marker.

Depth is $x$, measured downward from the surface, and $C(x,t)$ is the boron concentration. The widths $s_0$ and $s_1$ are standard deviations, not full widths at half maximum. For parts (a) to (c), assume that the diffusivity $D(t)$ is the same throughout the marker and independent of $C$, that all the boron can move, and that none reaches the surface.

## Hints

1. Do not solve the diffusion equation first. Multiply it by $(x-m)^2$, where $m$ is the mean depth, and integrate over $x$.
2. Two integrations by parts remove both derivatives from $C$. What remains is the total amount of boron.
3. Ask which quantity grows in proportion to time when $D$ is constant: the width or its square?
4. If $D$ changes with time, two profiles can fix only its integral over the anneal.
5. For part (d), the variance of a sum of independent displacements is the sum of their variances.

## Full solution

### (a) The variance law

Conservation of boron reads $\partial C/\partial t=-\partial J/\partial x$, and Fick's law gives the flux $J=-D\,\partial C/\partial x$. Since $D$ does not depend on $x$,

$$\frac{\partial C}{\partial t}=D(t)\frac{\partial^2C}{\partial x^2}.$$

Define the dose $Q$, the mean depth $m$ and the variance $s^2$ by

$$Q=\int C\,dx,\qquad m=\frac1Q\int xC\,dx,\qquad s^2=\frac1Q\int(x-m)^2C\,dx.$$

The profile and its slope vanish well away from the marker, so every boundary term below is zero. The dose is constant because $dQ/dt=D[\partial C/\partial x]=0$. The mean is constant too:

$$\frac{dm}{dt}=\frac DQ\int x\frac{\partial^2C}{\partial x^2}dx=-\frac DQ\int\frac{\partial C}{\partial x}dx=0.$$

With $m$ fixed, the time derivative of the variance acts on $C$ alone. Two integrations by parts give

$$\frac{ds^2}{dt}=\frac DQ\int(x-m)^2\frac{\partial^2C}{\partial x^2}dx
=-\frac{2D}{Q}\int(x-m)\frac{\partial C}{\partial x}dx
=\frac{2D}{Q}\int C\,dx=2D.$$

The first integration brings a minus sign and the factor 2 from differentiating the square. The second brings another minus sign, which makes the result positive. Integrating over an anneal of length $t$,

$$s_1^2-s_0^2=2\int_0^tD(t')\,dt'\equiv2D_{\rm av}t,
\qquad D_{\rm av}=\frac{s_1^2-s_0^2}{2t}.$$

The measured quantity is therefore the time average of $D$. This matters here because the excess of interstitials, and with it the enhanced diffusion, is transient.

The derivation did not use the Gaussian shape. A numerical solution for a box-shaped marker with the diffusivity found in (b) gives a variance growth of 75.000 nm², the same as for the Gaussian.

If the initial profile is Gaussian, it stays so. To see this, write $u=s^2$ and

$$C=\frac{Q}{\sqrt{2\pi u}}\,e^{-(x-m)^2/2u}.$$

Differentiation gives

$$\frac{\partial C}{\partial u}=C\left[\frac{(x-m)^2}{2u^2}-\frac1{2u}\right],\qquad
\frac{\partial^2C}{\partial x^2}=C\left[\frac{(x-m)^2}{u^2}-\frac1u\right].$$

The first is half the second. Since $du/dt=2D$, we have $\partial C/\partial t=2D\,\partial C/\partial u=D\,\partial^2C/\partial x^2$, as required. The peak height is proportional to $1/s$, so in this problem it must fall to one half.

### (b) The number

The variance grows by $10^2-5^2=75$ nm². Hence

$$D_{\rm av}=\frac{75\ \text{nm}^2}{2\times600\ \text{s}}=0.0625\ \text{nm}^2/\text{s}.$$

Because 1 nm² is $10^{-14}$ cm², this is $6.25\times10^{-16}$ cm²/s, or $6.25\times10^{-20}$ m²/s.

The peak provides a second route to the same quantity. Solving the diffusion equation numerically and adjusting $D$ until the peak has halved gives 0.06254 nm²/s, without any use of the variance.

Two other combinations of the data have the right units but fail when put back into the diffusion equation:

- Subtracting the widths before squaring, $(s_1-s_0)^2/2t$, gives 0.0208 nm²/s. Starting from 5 nm, that diffusivity produces a final width of 7.07 nm.
- Leaving out the initial width, $s_1^2/2t$, gives 0.0833 nm²/s and a final width of 11.18 nm.

The second expression becomes a good approximation when $s_1\gg s_0$. Its relative excess over the correct value is $s_0^2/(s_1^2-s_0^2)$, which is one third here. In the opposite limit, $s_1$ close to $s_0$, the result is a small difference of two large squares, and measurement errors dominate.

### (c) Comparison with equilibrium diffusion

At 800 °C, $k_BT=0.09248$ eV. The equilibrium diffusivity is

$$D_{\rm eq}=(1\ \text{cm}^2/\text{s})\,e^{-3.5/0.09248}=0.00366\ \text{nm}^2/\text{s}.$$

Acting alone for 600 s, it would give a width of

$$\sqrt{5^2+2(0.00366)(600)}\ \text{nm}=5.42\ \text{nm}.$$

The observed 10 nm thus needs a mean enhancement of

$$\frac{D_{\rm av}}{D_{\rm eq}}=\frac{0.0625}{0.00366}\approx17.$$

Boron in silicon moves mainly by pairing with interstitials. If it moves almost wholly in this way, and if the number of mobile boron atoms follows the local interstitial concentration, its diffusivity is proportional to that concentration. The factor 17 is then also the time-averaged interstitial supersaturation, the ratio of the actual concentration to the equilibrium one. Under the assumptions of part (a), the widths establish the diffusivity; this further reading depends on the mechanism.

### (d) How firm is the result?

**Width errors.** Differentiating the formula gives $\partial D_{\rm av}/\partial s_1=s_1/t$ and $\partial D_{\rm av}/\partial s_0=-s_0/t$. If the two widths have independent errors $\delta$, the squares of their contributions add:

$$\delta D=\frac{\delta}{t}\sqrt{s_0^2+s_1^2}.$$

For $\delta=0.5$ nm this is $0.5\sqrt{125}/600=0.0093$ nm²/s, or 15% of $D_{\rm av}$. With errors of this size, two figures are enough for the diffusivity.

**Temperature error.** The widths fix $D_{\rm av}$ without reference to temperature, but $D_{\rm eq}$ depends on it steeply. With the measured widths held fixed, the inferred enhancement is 24 if the wafer was really 10 K cooler, and 12 if it was 10 K hotter. The value of $D_{\rm eq}$ is itself uncertain: at fixed $D_0$, a change of 0.05 eV in $E_a$ moves the enhancement to 10 or 29, and published fits for boron differ by a factor of two or more at this temperature. The enhancement is therefore less certain than the diffusivity.

**Instrument broadening.** Suppose the instrument displaces each recorded depth by an amount independent of the true depth. The measured variance is then the true variance plus that of the displacement. If the response is the same before and after the anneal, the addition cancels in $s_1^2-s_0^2$. The response need not be symmetric. For a true initial width of 4 nm and a one-sided exponential response with a decay length of 3 nm, the numerical profiles again show a growth of 75.000 nm². A response that changes between the two measurements does not cancel.

**Holes supplied by the boron.** Each active boron atom is a negative acceptor ion. Let $p$ be the hole concentration and $n_i$ the intrinsic carrier concentration. Local charge neutrality, $p-n=C$, is an approximation whose effect is checked below. Together with $pn=n_i^2$, it gives

$$p=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2}.$$

Here all the boron is taken as active, with no other doping. Holes respond quickly, so their drift and diffusion balance. With $q$ the elementary charge, this sets up a field $E=(k_BT/q)\,\partial\ln p/\partial x$. The field drives the negative boron ions the opposite way, and the Einstein relation gives their flux as

$$J=-D\left(\frac{\partial C}{\partial x}+C\,\frac{\partial\ln p}{\partial x}\right)=-\frac Dp\,\frac{\partial(Cp)}{\partial x}.$$

Take the diffusivity as proportional to the hole concentration, $D=D_i\,p/n_i$, where $D_i$ is its value in the intrinsic limit. Then

$$\frac{\partial C}{\partial t}=D_i\frac{\partial^2}{\partial x^2}\left(C\frac p{n_i}\right).$$

The same two integrations by parts as in (a) now give

$$\frac{ds^2}{dt}=2D_i\,\frac1Q\int C\,\frac p{n_i}\,dx.$$

For constant $D_i$, the inferred diffusivity is thus $D_i$ times the average of $p/n_i$ over the boron atoms and over the anneal. If $D_i$ changes with time, its time average takes its place, and each moment of the anneal counts in the average of $p/n_i$ in proportion to $D_i$. For a dose of $10^{12}$ cm⁻², the initial peak is $8.0\times10^{17}$ cm⁻³. With $n_i=2\times10^{18}$ cm⁻³, $C/n_i=0.40$ there, and $p/n_i=0.20+\sqrt{1.04}=1.22$. The average is smaller, because most atoms lie away from the peak and the peak falls. Solving the nonlinear equation with $D_i$ adjusted to give the 10 nm width yields an average of 1.10. Hence $D_i\approx0.057$ nm²/s, and the enhancement attributable to interstitials falls from 17 to $0.057/0.00366\approx16$.

Neutrality makes this correction an upper estimate. For $C$ well below $n_i$, Poisson's equation multiplies each Fourier component of the neutral hole excess, $C/2$, by $1/(1+k^2L^2)$, where $L=\sqrt{\epsilon k_BT/2q^2n_i}$ is the Debye length and $\epsilon$ the permittivity of silicon. Here $L$ is about 4 nm, comparable with the initial width of the marker, so the holes spread somewhat beyond the boron and the true correction is smaller than 10%. Solving Poisson's equation together with the diffusion equation gives an average of 1.09.

**The surface.** If the surface absorbs boron, the profile is a Gaussian centred at depth $d$ minus its mirror image centred at $-d$; this difference vanishes at $x=0$. The initial Gaussian is negligible at the surface, which lies 20 standard deviations away. Integrating over $x>0$ leaves the fraction ${\rm erf}(d/\sqrt2s_1)$, so the fraction lost is ${\rm erfc}(d/\sqrt2s_1)$. For $d=100$ nm this is about $10^{-23}$. The figure rests on the Gaussian tail: the exponential tails of Variation 2 raise it to about $4\times10^{-10}$, which is still negligible.

The surface also absorbs interstitials, so the enhancement may vary with depth. How it varies depends on where the interstitials are released and lost. In a steady state with the implant above the marker and no loss deeper down, there is no net flow of interstitials past the marker, and their concentration there is uniform. To see what a gradient would do, take the test case $D=ax$, with $a=D_{\rm av}/d$, and keep Fick's flux. Integration by parts gives $dm/dt=a$ and

$$\frac{d\langle x^2\rangle}{dt}=-\frac{2a}{Q}\int x^2\frac{\partial C}{\partial x}dx=4am.$$

Since $s^2=\langle x^2\rangle-m^2$,

$$\frac{ds^2}{dt}=4am-2am=2am,\qquad m=d+at,$$

$$s_1^2-s_0^2=2adt+a^2t^2.$$

The first term is the earlier result, with $D$ taken at the marker depth. The second is $(0.375\ \text{nm})^2=0.14$ nm², about 0.2% of the first. The drift and this second term come from the choice of Fick's flux. If boron moves as pairs whose number follows the local interstitial concentration, the flux is $J=-\partial(DC)/\partial x$, of the same form as for the holes. Then $dm/dt=0$, $ds^2/dt=2ad$, and only the first term remains. For this linear variation, the marker therefore reports very nearly the diffusivity at its own depth. A diffusivity that varies with strong curvature across the marker can shift the result more. In either case, the value need not hold elsewhere in the wafer.

**Relation to real material.** The values of $D_0$, $E_a$ and $n_i$ are rough typical ones for boron in silicon at this temperature, and the dose is that of a lightly doped marker. The enhancement found here is an example, not a typical value: it depends on the implant dose and on how the damage anneals, and heavier implants can give much larger factors. Heavily doped regions can break two of the assumptions: their boron concentration can far exceed $n_i$, and part of the boron can be bound in immobile clusters. If a fraction $f$ of the atoms, spread evenly through the profile, stays immobile throughout, only the rest contribute to the variance growth:

$$s_1^2-s_0^2=(1-f)\,2Dt.$$

The diffusivity of the mobile atoms is then $D_{\rm av}/(1-f)$. An immobile fraction of 20% would raise it by 25%.

## Variation 1: an enhancement that decays

**Question.** Suppose that the enhancement dies away with a time constant $\tau=200$ s,

$$D(t)=D_{\rm eq}+A\,e^{-t/\tau}.$$

What were the diffusivities at the start and end of the 600 s anneal?

**Solution.** Averaging over the anneal gives

$$D_{\rm av}=D_{\rm eq}+\frac{A\tau}{t}\left(1-e^{-t/\tau}\right),$$

and therefore

$$A=\frac{(D_{\rm av}-D_{\rm eq})\,t}{\tau(1-e^{-t/\tau})}
=\frac{(0.0625-0.00366)\times600}{200\,(1-e^{-3})}
=0.186\ \text{nm}^2/\text{s}.$$

The diffusivity starts at $D_{\rm eq}+A=0.189$ nm²/s, which is 52 times the equilibrium value. It ends at 0.013 nm²/s, or 3.5 times equilibrium. The average of 17 describes neither end of the anneal.

The two profiles cannot reveal this history. Define $\theta=\int_0^tD\,dt'$. Then $\partial C/\partial t=D\,\partial C/\partial\theta$, and the diffusion equation becomes $\partial C/\partial\theta=\partial^2C/\partial x^2$, in which $D(t)$ no longer appears. Equal values of $\theta$ give equal profiles. A numerical solution with the decaying $D(t)$ ends at 10.0000 nm, as does the one with constant $D$. Finding $\tau$ requires further data, such as markers annealed for different times.

Two limits show how the average depends on the length of the anneal. For $t\ll\tau$ it tends to $D_{\rm eq}+A$, the starting value. For $t\gg\tau$ it tends to $D_{\rm eq}+A\tau/t$: the transient has contributed a fixed amount of broadening, which is spread over an ever longer time. A value quoted from such an experiment should therefore be accompanied by its anneal time.

## Variation 2: a few long migration events

**Question.** A boron atom rests on a lattice site until an interstitial sets it moving. It then migrates for a short random time and settles again. Let the mean absolute change of depth in one migration be $\lambda=3$ nm, a rough value; the mean distance covered in three dimensions is then $2\lambda$. Does the variance law survive, and what happens if the width is read from the half maximum?

**Solution.** Let an atom migrate with diffusivity $D_m$ and settle at a rate $r$, so that its migration time $\ell$ is exponentially distributed with mean $1/r$. For given $\ell$ the displacement is Gaussian with variance $2D_m\ell$, whose Fourier transform is $e^{-k^2D_m\ell}$. Averaging over $\ell$,

$$\int_0^\infty r\,e^{-r\ell}\,e^{-k^2D_m\ell}\,d\ell=\frac1{1+k^2\lambda^2},\qquad\lambda^2=\frac{D_m}r.$$

This is the transform of $e^{-|x|/\lambda}/2\lambda$, whose mean absolute displacement is $\lambda$ and whose variance is $2\lambda^2$. Let the events be independent, with a Poisson-distributed number of mean $N$, and let each be short compared with the anneal. Summing over the number of events and including the initial Gaussian gives the transform of the final profile,

$$F(k)=\exp\left[-\frac{k^2s_0^2}2-\frac{Nk^2\lambda^2}{1+k^2\lambda^2}\right].$$

For small $k$, the exponent is

$$-\frac{k^2}2\left(s_0^2+2N\lambda^2\right)+Nk^4\lambda^4-\dots$$

The coefficient of $-k^2/2$ is the variance. The variance law therefore survives, with $D_{\rm av}t=N\lambda^2$. Here $N=37.5/9=4.17$ events per atom.

The coefficient of $k^4/24$ is the fourth cumulant, $24N\lambda^4$, which is zero for a Gaussian. Divided by $s_1^4$, it gives the excess kurtosis, 0.81. Following 400,000 random walkers gives a standard deviation of 9.98 nm and an excess kurtosis of 0.78, in agreement within sampling error.

The profile has a taller centre than a Gaussian of equal variance. Atoms with a given total migration time form a Gaussian of some variance $V$, and the full profile is a mixture of these. Its peak is proportional to the average of $1/\sqrt V$. Because that function is convex, the average exceeds $1/\sqrt{\langle V\rangle}$, the value for a single Gaussian.

Converting the full width at half maximum to a standard deviation by the Gaussian factor $2\sqrt{2\ln2}$ gives 8.51 nm instead of 10 nm. The resulting diffusivity is

$$\frac{8.51^2-5^2}{2\times600}\ \text{nm}^2/\text{s}\approx0.040\ \text{nm}^2/\text{s},$$

which is 37% too low. This exceeds the 15% from the assumed width errors. The bias depends strongly on the rough value of $\lambda$: it is 18% for 2 nm and 71% for 5 nm. The variance avoids the bias, but it depends on the tails, so the measured profile must follow them down to low concentration. For $\lambda=3$ nm, cutting both profiles at 1% of their peaks gives 0.0585 nm²/s, and cutting them at 0.1% gives 0.0618 nm²/s.

At fixed $D_{\rm av}t$ and $s_1$, the excess kurtosis equals $24D_{\rm av}t\lambda^2/s_1^4$. It vanishes as $\lambda^2$ when the migrations become short and numerous, and the Gaussian solution of part (a) is recovered.

## Table of computed values

```
Initial, final standard deviation: 5.0, 10.0 nm
Anneal: 600 s at 800 C
Variance growth: 75.0 nm^2
Inferred mean diffusivity: 0.0625 nm^2/s
  the same: 6.250e-16 cm^2/s = 6.250e-20 m^2/s
Forward solution, final width: 10.0000 nm
Diffusivity from peak drop: 0.06254 nm^2/s
Box marker, variance growth: 75.000 nm^2
Wrong (s1-s0)^2/(2t): 0.0208 nm^2/s
  final width it gives: 7.07 nm
Wrong s1^2/(2t): 0.0833 nm^2/s
  final width it gives: 11.18 nm
Rough D0, Ea: 1.0 cm^2/s, 3.5 eV
kT: 0.09248 eV
Equilibrium diffusivity: 0.00366 nm^2/s
Width after equilibrium diffusion only: 5.42 nm
Mean enhancement: 17.1
  if 10 K cooler: 24.4
  if 10 K hotter: 12.1
Decay time of enhancement: 200 s
Decay amplitude A: 0.1858 nm^2/s
Diffusivity at start: 0.1894 nm^2/s
Diffusivity at end: 0.0129 nm^2/s
Enhancement at start: 51.8
Enhancement at end: 3.5
Final width with decaying D: 10.0000 nm
Migration length: 3.0 nm
Mean migration events per atom: 4.17
Atoms that never moved: 1.55 %
Random-walk standard deviation: 9.98 nm
Excess kurtosis, formula: 0.81
Excess kurtosis, random walk: 0.78
Width read from half maximum: 8.51 nm
Diffusivity from half maximum: 0.0396 nm^2/s
  its error: -36.7 %
Boron dose: 1.0e+12 cm^-2
Initial peak density: 7.98e+17 cm^-3
Intrinsic carrier density: 2.0e+18 cm^-3
Mean hole factor, nonlinear solution: 1.098
Mean hole factor, Gaussian estimate: 1.099
Intrinsic-limit diffusivity: 0.0569 nm^2/s
Marker depth: 100 nm
Variance growth with D rising in depth: 75.141 nm^2
  formula: 75.141 nm^2
Boron fraction lost at surface: 1.5e-23
Variance growth seen by instrument: 75.000 nm^2
Error of each width: 0.5 nm
Resulting diffusivity error: 0.0093 nm^2/s
  relative: 14.9 %
```
